# Integrated Born charges along insulating paths and oxidation states

## Which charge gives the oxidation state?

A calculation that is to assign an oxidation state to an atom must first decide which charge to compute. The Born tensor at the equilibrium geometry is available from linear response, but it need not be an integer, and it may depend on direction. The alternative is to follow the Born tensor while the atom is carried to its periodic image. The integral is quantized if the crystal stays insulating and its electronic state returns to itself, and it can supply an oxidation state if the transported dipole is also parallel to the displacement, which symmetry can ensure. Both conditions decide which path to take and what to monitor along it.

### Setting and definitions

Let the crystal have primitive vectors $\mathbf a_i$, cell volume $\Omega$ and reciprocal vectors $\mathbf b_i$ with $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. One atom per cell is displaced by $\mathbf u$ together with all its periodic copies; the other atoms and the cell are fixed. The macroscopic electric field is zero. With $e>0$, the Born tensor is

$$Z_{\alpha\beta}=\frac{\Omega}{e}\frac{\partial P_\alpha}{\partial u_\beta}, \tag{1}$$

where $\mathbf P$ is the polarization. For a path $\gamma$ from $\mathbf u$ to $\mathbf u+\mathbf R$, with $\mathbf R$ a lattice vector, define

$$L_\alpha(\gamma)=\int_\gamma\sum_\beta Z_{\alpha\beta}\,du_\beta . \tag{2}$$

$\mathbf L$ is a length: the transported dipole per cell divided by $e$.

The electrons are treated in mean field, for example by Kohn–Sham theory. At each $\mathbf k$ there are $J$ filled bands with occupation $f=2$, separated from the empty bands by a gap all along $\gamma$. The self-consistent solution is assumed to vary smoothly and to return to itself when the atom reaches its image. The moving atom has core charge $Z_c e$, with $Z_c$ an integer.

The statement to be proved is that $\mathbf L$ is a lattice vector. It equals $N\mathbf R$ with integer $N$ when $\mathbf R$ is primitive and $\mathbf L$ is parallel to $\mathbf R$, which symmetry can ensure. The second condition cannot be dropped, as a model below shows.

### The current of a slowly changing insulator

Write the Bloch states as $e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, so that $H_{\mathbf k}u_n=E_nu_n$ and the velocity operator is $\hbar^{-1}\partial_{k_\alpha}H_{\mathbf k}$. Let $\Pi=\sum_{n\le J}|u_n\rangle\langle u_n|$ and $Q=1-\Pi$. For slow motion the density matrix per spin is $\rho=\Pi+\rho_1$, with $\rho_1$ of first order in the speed. The equation $i\hbar\dot\rho=[H,\rho]$ gives at this order

$$i\hbar\dot\Pi=[H,\rho_1]. \tag{3}$$

From $\rho^2=\rho$ follows $\Pi\rho_1+\rho_1\Pi=\rho_1$, so $\rho_1$ connects filled states to empty ones and has no other elements. For $m$ empty and $n$ filled, (3) yields

$$\langle u_m|\rho_1|u_n\rangle=\frac{i\hbar\langle u_m|\dot u_n\rangle}{E_m-E_n}, \tag{4}$$

where $\langle u_m|\dot u_n\rangle=\langle u_m|\dot\Pi|u_n\rangle$ stays finite where filled bands cross.

To find the velocity element, differentiate $\langle u_n|H|u_m\rangle=0$ with respect to $k_\alpha$:

$$E_m\langle\partial_\alpha u_n|u_m\rangle+\langle u_n|\partial_\alpha H|u_m\rangle+E_n\langle u_n|\partial_\alpha u_m\rangle=0 .$$

Orthogonality gives $\langle u_n|\partial_\alpha u_m\rangle=-\langle\partial_\alpha u_n|u_m\rangle$. Hence

$$\langle u_n|\partial_\alpha H|u_m\rangle=-(E_m-E_n)\langle\partial_\alpha u_n|u_m\rangle. \tag{5}$$

The zeroth-order velocity is $\hbar^{-1}\mathrm{Tr}(\Pi\,\partial_\alpha H)=\hbar^{-1}\partial_\alpha\mathrm{Tr}(\Pi H)$, because $\partial_\alpha\Pi$ connects filled with empty states while $H$ does not. It is the derivative of a periodic function of $\mathbf k$ and averages to zero over the Brillouin zone. The same holds for a small static change of the self-consistent potential, so a correction to that potential of first order in the speed adds no current at this order.

The contribution of $\rho_1$ is twice the real part of the filled–empty products. The energy denominators cancel:

$$\begin{aligned}
\mathrm{Tr}(\rho_1v_\alpha)
&=\sum_{n,m}2\,\mathrm{Re}\left[\frac1\hbar\langle u_n|\partial_\alpha H|u_m\rangle\langle u_m|\rho_1|u_n\rangle\right]\\
&=\sum_{n,m}2\,\mathrm{Re}\left[-i\langle\partial_\alpha u_n|u_m\rangle\langle u_m|\dot u_n\rangle\right]\\
&=\sum_n2\,\mathrm{Im}\langle\partial_\alpha u_n|Q|\dot u_n\rangle .
\end{aligned} \tag{6}$$

The last line uses $\mathrm{Re}(-iz)=\mathrm{Im}\,z$. The projector $Q$ may be omitted. For filled $n,j$, put $x_{nj}=\langle\partial_\alpha u_n|u_j\rangle\langle u_j|\dot u_n\rangle$. Moving both derivatives by orthonormality gives $x_{jn}=\langle u_j|\partial_\alpha u_n\rangle\langle\dot u_n|u_j\rangle=x_{nj}^*$, so the imaginary parts cancel in the double sum.

Setting $\dot u_n=\sum_\beta\dot u_\beta\,\partial_{u_\beta}u_n$, counting $f$ electrons of charge $-e$ per band and adding the core, we obtain

$$Z_{\alpha\beta}=Z_c\delta_{\alpha\beta}-f\left\langle\sum_{n\le J}2\,\mathrm{Im}\langle\partial_{k_\alpha}u_n|\partial_{u_\beta}u_n\rangle\right\rangle_{\mathbf k}, \tag{7}$$

with the brackets denoting the Brillouin-zone average. The part of $\partial_{u_\beta}u_n$ in the empty space is the usual first-order response, $\langle u_m|\partial_{u_\beta}H|u_n\rangle/(E_n-E_m)$. In density functional perturbation theory $\partial_{u_\beta}H$ includes the self-consistent potential, without a macroscopic field.

### Why the winding is an integer

Parametrize the path by $\lambda\in[0,1]$ and write $\mathbf k=\sum_i\kappa_i\mathbf b_i$. Since $\partial_{\kappa_i}=\mathbf b_i\cdot\nabla_{\mathbf k}$, the inverse relation is $\nabla_{\mathbf k}=(2\pi)^{-1}\sum_i\mathbf a_i\partial_{\kappa_i}$. Insertion of (7) in (2) gives

$$\mathbf L=Z_c\mathbf R-f\sum_i\mathbf a_i\langle C_i\rangle_\perp,\qquad
C_i=\frac1{2\pi}\int_0^1\!d\lambda\int_0^1\!d\kappa_i\,F_i, \tag{8}$$

where $F_i=\sum_n2\,\mathrm{Im}\langle\partial_{\kappa_i}u_n|\partial_\lambda u_n\rangle$ and $\langle\cdot\rangle_\perp$ averages over the other components of $\mathbf k$. Hold those components fixed and write $\kappa$ for $\kappa_i$.

Choose smooth filled orbitals that obey

$$u_{n,\kappa+1}=e^{-i\mathbf b_i\cdot\mathbf r}u_{n,\kappa}. \tag{9}$$

Such a choice exists. At $\lambda=0$, carry a basis of the filled space from $\kappa=0$ to $1$; its mismatch with (9) is one unitary matrix, which has a logarithm and can be spread smoothly over $\kappa$. Then continue in $\lambda$ by $\partial_\lambda u_n=(\partial_\lambda\Pi)u_n$. This rule preserves orthonormality and keeps the orbitals in the filled space. It preserves (9) because the factor there does not depend on $\lambda$ and relates the projectors at $\kappa$ and $\kappa+1$. These orbitals need not be eigenstates, but the sum in $F_i$ with $Q$ inserted depends on the filled space alone.

Define $A_\kappa=i\sum_n\langle u_n|\partial_\kappa u_n\rangle$ and $A_\lambda$ likewise. The mixed second derivatives cancel in

$$\partial_\lambda A_\kappa-\partial_\kappa A_\lambda
=i\sum_n\left(\langle\partial_\lambda u_n|\partial_\kappa u_n\rangle-\langle\partial_\kappa u_n|\partial_\lambda u_n\rangle\right)=F_i . \tag{10}$$

By (9), $A_\lambda$ has equal values at $\kappa=0$ and $1$. The Berry phase $\phi_i(\lambda)=\int_0^1A_\kappa\,d\kappa$ therefore obeys $d\phi_i/d\lambda=\int_0^1F_i\,d\kappa$, and $C_i=[\phi_i(1)-\phi_i(0)]/2\pi$.

At $\lambda=1$ every atom of the moving sublattice sits where another one sat at $\lambda=0$. The Hamiltonian is the same operator, so the filled space is the same. The two sets of orbitals can differ by a unitary matrix $W(\kappa)$, with $W(1)=W(0)$ because both obey (9). With $\det W=e^{i\theta}$,

$$\phi_i(1)-\phi_i(0)=i\int_0^1\mathrm{Tr}\left(W^\dagger\partial_\kappa W\right)d\kappa=-[\theta(1)-\theta(0)]=-2\pi\times\text{integer}. \tag{11}$$

So $C_i$ is an integer. While the gap is open it is continuous in the other components of $\mathbf k$, and a continuous integer is constant. The average in (8) changes nothing:

$$\boxed{\mathbf L=Z_c\mathbf R-f\sum_iC_i\mathbf a_i,\qquad C_i\in\mathbb Z.} \tag{12}$$

This is a lattice vector. The cores contribute $Z_c\mathbf R$; the filled bands return to themselves after moving by a lattice vector that need not be $\mathbf R$.

The endpoints alone cannot determine $\mathbf L$: they are the same crystal, and their Berry phases agree modulo $2\pi$. If $\mathbf L$ is found from Berry phases instead of (7), intermediate geometries must be close enough to follow each phase continuously.

### Deformation of the path

If a path is deformed with its ends identified and the gap open, each $C_i$ varies continuously and therefore stays fixed. A closed loop with no net displacement that can be shrunk to a point through insulating geometries has $\mathbf L=0$. Two paths with the same $\mathbf R$ can give different $\mathbf L$ only if every deformation between them meets a gap closure, or a failure of the smooth self-consistent solution. A switch between two electronic solutions is such a failure, even if each has a gap.

### When the transported charge defines an oxidation state

Let an orthogonal operation $S$, possibly combined with a translation, be a symmetry of the fixed atoms and of the electronic solution. It maps one geometry of the moving atom to another, and (1) transforms as a tensor, so $\mathbf L(S\gamma)=S\mathbf L(\gamma)$. If $S\gamma$ can be deformed into $\gamma$ through insulating states, deformation invariance gives

$$S\mathbf L=\mathbf L. \tag{13}$$

For a straight path along a rotation axis, the axis is the only invariant direction, so $\mathbf L\parallel\mathbf R$. Two different mirror planes containing the path have the same effect; in two dimensions one mirror line suffices. If $\mathbf R$ is primitive, every lattice vector parallel to it is an integer multiple of it, and

$$\mathbf L=N\mathbf R,\qquad N=Z_c-fn, \tag{14}$$

where $n$ is the integer in $\sum_iC_i\mathbf a_i=n\mathbf R$. With $f=2$, $N$ has the parity of $Z_c$; this is a limit of the spin-unpolarized setting. In a collinear spin-polarized insulator each spin channel has its own integer, $N=Z_c-n_\uparrow-n_\downarrow$, and either parity can occur. If $\mathbf R=g\mathbf R_0$ with $\mathbf R_0$ primitive, the argument gives $\sum_iC_i\mathbf a_i=m\mathbf R_0$ with integer $m$, so $\mathbf L=(Z_c-fm/g)\mathbf R$, which need not be an integer multiple of $\mathbf R$. With $f=2$ the denominator divides $g$ for odd $g$ and $g/2$ for even $g$.

$N$ is an oxidation state of the atom when the admissible paths agree on it. It counts transported charge, and does not measure the electron density around the atom. In the ionic limit, where $n$ electron pairs follow the core rigidly and nothing else responds, $Z_{\alpha\beta}=N\delta_{\alpha\beta}$ at every point. Covalency and the polarization of the ions make the tensor vary, but (14) demands that the deviations cancel over the path:

$$\int_\gamma\sum_\beta(Z_{\alpha\beta}-N\delta_{\alpha\beta})\,du_\beta=0. \tag{15}$$

There is also a sum rule. If all atoms move rigidly by $\mathbf v$, the periodic orbitals become $e^{-i\mathbf k\cdot\mathbf v}u_{n\mathbf k}(\mathbf r-\mathbf v)$, which still satisfy (9). The phase factor adds $\mathbf b_i\cdot\mathbf v$ to $A_{\kappa_i}$ for each band. The electronic displacement is thus $J\sum_i\mathbf a_i(\mathbf b_i\cdot\mathbf v)/2\pi=J\mathbf v$ per spin channel. In a neutral cell the core charges add to $fJ$, so the net dipole change is $fJ\mathbf v-fJ\mathbf v=0$. Summing over atoms $s$,

$$\sum_sZ^{(s)}_{\alpha\beta}=0. \tag{16}$$

If the joint translation can be deformed into successive translations of single atoms, the oxidation states add to zero.

### A crystal with two atoms

Consider a square lattice of constant $a$ with energies in $\hbar^2/(ma^2)$. Each atom is an attractive Gaussian well of standard width $0.15a$ and has core charge $+e$. The well at the origin has depth 100. The other has depth 60 and moves along $y=a/2$. Two electrons per cell fill the lowest band. The potentials ride with the atoms and are not self-consistent, so this is a test of the band argument and not a model of a particular material. The smallest sampled gap on the path is 20.3.

The mirror $y\to-y$ maps the path to $y=-a/2$, which is the same line modulo a lattice vector. Hence $L_y=0$. The longitudinal component $Z_{xx}$ is 0.8835, 0.9233, 1.0035, 1.0525, 1.0547 and 1.0484 at $x/a=0,0.1,\ldots,0.5$. The mirror $x\to-x$ gives the other half, so the trapezoid rule with ten intervals reads

$$\frac{L_x}{a}=\frac{0.8835+2(0.9233+1.0035+1.0525+1.0547)+1.0484}{10}=1.000. \tag{17}$$

Thus $N=+1$: the electron pair stays behind, $n=0$, although the local $Z_{xx}$ departs from unity by up to 12%. The same average of $Z_{yy}$, which falls from 1.89 to 1.05, is 1.40. It need not be an integer, because it combines a response to motion along $y$ with a path along $x$ and is not a transported charge.

A wavy path, $y=a/2+0.15a\sin(2\pi x/a)$, gives the same $\mathbf L=(1,0)a$, although $|Z_{yx}|$ reaches 0.41 on it. Here the off-diagonal elements are needed in (2). A contractible circle of radius $0.1a$ gives zero to the four printed decimals. At the position $(0.20,0.40)a$, the response formula (7) gives $(Z_{xx},Z_{xy})=(1.0157,0.2965)$, and finite differences of the Berry phase give $(1.0156,0.2962)$.

Averaging the tensor of the other atom over the same relative positions gives $-1$. Moving that atom by $+a$ runs through these positions in reverse order, but its own displacement is positive, so its oxidation state is $-1$. The two add to zero as (16) requires; the largest violation of (16) in any tensor element is $10^{-4}$.

Now make the moving well deeper, with depth 140 and the same core charge. The straight path then gives $L_x=-0.9999a$, so $N=-1=1-2$: the pair now travels with the moving atom. By deformation invariance, changing the depth from 60 to 140 must close the gap somewhere on the path.

One closure is fixed by symmetry. At depth 100 and position $(a/2,a/2)$ the wells are identical, and the translation $T$ by $(a/2,a/2)$ is a symmetry. At $\mathbf k=(\pi/a,0)$, $T^2$ has eigenvalue $-1$, so $T$ has eigenvalues $\pm i$. Inversion maps this $\mathbf k$ to an equivalent one and turns $T$ into $T^{-1}$. It therefore takes a state with eigenvalue $i$ to one of equal energy with eigenvalue $-i$. Every level is at least doubly degenerate there, and the filled band touches the next. The computed separation is 0.0000, against 23.9 and 27.4 at depths 60 and 140.

### An insulating path without an oxidation state

The second model shows what (13) contributes. A square cell holds three fixed sites at $(0,0)$, $(1/3,1/3)$ and $(2/3,2/3)$ in units of $a$, with no core charge. A moving ion of charge $+2e$ lowers the energy of nearby sites by $40t$ times a Gaussian of range $0.2a$, summed over images. The hopping amplitude between sites at distance $d$ is $-t\exp[-(d-d_0)/(0.07a)]$, with $d_0=\sqrt2a/3=0.471a$ the nearest distance. The electron pair fills the lowest band. This is a constructed counterexample and not a model of a material.

The ion travels by straight segments through

$$(0,0)\to(\tfrac13,\tfrac13)\to(\tfrac23,-\tfrac13)\to(1,0), \tag{18}$$

so $\mathbf R=\mathbf a_1$. It passes over one site of each kind in turn, and the pair follows it from kind to kind. On the middle segment the ion heads for the site at $(2/3,-1/3)$, at distance $\sqrt5a/3=0.745a$ from $(1/3,1/3)$. The periodic copy at $(2/3,2/3)$ is lowered equally and lies at $0.471a$. The direct hopping to the nearer copy is larger by a factor $e^{0.274/0.07}\approx50$. This suggests that the pair takes the diagonal route and ends at $(1,1)$ while the ion ends at $(1,0)$.

The winding integers confirm it: $C_1=C_2=1$, with a smallest sampled gap of $1.39t$. By (12),

$$\mathbf L=2\mathbf a_1-2(\mathbf a_1+\mathbf a_2)=-2\mathbf a_2. \tag{19}$$

The transported dipole is perpendicular to the ion's displacement, and no $N$ satisfies $\mathbf L=N\mathbf R$. The two diagonal mirrors of the fixed sites do not help, since they turn a path along $\mathbf a_1$ into one along $\mathbf a_2$ or $-\mathbf a_2$.

A direct solution of the time-dependent Schrödinger equation, with the ion completing the path in $1200\,\hbar/t$, gives an electron displacement of $(0.996,0.996)a$. This is 0.4% below the adiabatic integer in each component. The difference is numerical and is the net of two errors of opposite sign. The $4\times4$ mesh of $\mathbf k$ used for the average raises the adiabatic value to 1.004 (an $8\times8$ mesh gives 1.000), and sampling the velocity at the end of each time step of $0.1\,\hbar/t$ lowers the result by 0.008. The finite speed has no visible effect at this precision. The resulting $\mathbf L=(0.009,-1.991)a$ agrees with (19) within the test's tolerance of $0.02a$ on each component of the electron displacement, which becomes $0.04a$ in $\mathbf L$.

In a calculation, then, an open gap and a continuous electronic solution that returns to its starting state at the image position justify reading $\mathbf L$ as a lattice vector. Before it is divided by $\mathbf R$, all its components must be computed, or the transverse ones excluded by symmetry. The quotient is guaranteed to be an integer when $\mathbf R$ is primitive, and it is an oxidation state only if the admissible paths agree on it.

## Computed results

```
MODEL 1: square crystal, length unit a, energy unit hbar^2/(m a^2)
well width: 0.15 a; fixed-well depth: 100.0
moving-well depths: shallow 60.0, deep 140.0
core charge of each atom: 1 e; electrons per cell: 2
plane waves: 121; full k grid: 4 x 4
Straight path y = 0.5 a, shallow atom: x/a, Z*_xx, Z*_yy
  0.00  0.8835  1.8894
  0.10  0.9233  1.7609
  0.20  1.0035  1.4780
  0.30  1.0525  1.2253
  0.40  1.0547  1.0877
  0.50  1.0484  1.0484
Z*_xx range on straight path: 0.8835 to 1.0574
largest |Z*_yx| on straight path: 1.0e-15
L straight, shallow atom: (1.0000, -0.0000) a
L wavy (amplitude 0.15 a), shallow atom: (1.0000, -0.0000) a
largest |Z*_yx| on wavy path: 0.4098
L contractible circle (radius 0.1 a): (0.0000, 0.0000) a
L straight, deep atom: (-0.9999, -0.0000) a
Z*_xx range, deep atom: -1.0439 to -0.9027
L of the other atom (shallow case): (-1.0000, 0.0000) a
largest violation of the sum rule for Z*: 1.0e-04
smallest sampled gap: straight 20.32, wavy 20.32, circle 21.59, deep 23.90
probe position: (0.20, 0.40) a
(Z*_xx, Z*_xy) at probe, linear response: (1.0157, 0.2965)
(Z*_xx, Z*_xy) at probe, Berry-phase difference: (1.0156, 0.2962)
Band separation at k = (pi/a, 0), atom at (0.5, 0.5) a:
  moving-well depth 60: 23.8911
  moving-well depth 100: 0.0000
  moving-well depth 140: 27.4124
MODEL 2: three sites per cell, energy unit t, time unit hbar/t
ion core charge: 2 e; attraction 40.0 t; reach 0.2 a; hopping decay 0.07 a
ion path: (0,0) -> (1/3,1/3) -> (2/3,-1/3) -> (1,0) in units of a
smallest sampled gap on path: 1.385 t
winding integers of the filled band: (1.0000, 1.0000)
cycle duration: 1200 hbar/t
electron displacement from time evolution: (0.9957, 0.9957) a
L of the ion from time evolution: (0.0086, -1.9914) a
```
